# Oscillation Wavelength of Channelled Ions in a Harmonic Planar Potential, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the channel to the wavelength

### 1. An ion between two planes

When a crystal is doped by ion implantation, some of the ions may enter almost parallel to a set of atomic planes, depending on how the beam is aligned with the crystal. Such an ion does not meet the atoms one at a time in hard collisions. As it drifts towards a plane, many atoms of that plane push it gently back. It crosses the open space, is pushed back by the opposite plane, and so winds its way into the crystal. This is planar channelling. Channelled ions usually come to rest deeper than ions that enter in a random direction, so they matter for the doping profile.

The path has a natural length: the depth the ion covers during one full swing from side to side. How does this length depend on the energy of the ion, on its mass, on the angle of entry and on the force from the planes? For a harmonic potential the answer is short, and each of its factors can be traced.

### 2. The model

Let $z$ be the coordinate along the planes, in the direction of travel, and $x$ the distance from the midplane, the plane halfway between the two walls. The motion is taken to lie in the $xz$ plane. The walls are at $x=\pm d/2$, where $d$ is the plane spacing.

The first assumption is the continuum picture: the potential energy of the ion is averaged over directions parallel to the planes, so that it depends on $x$ alone. Call it $U(x)$. Section 8 estimates what the averaging leaves out.

The two walls are alike, so $U(-x)=U(x)$. The Taylor series of $U$ about the midplane then has no odd powers:

$$
U(x)=U(0)+\tfrac12 U''(0)\,x^2+\text{terms in }x^4\text{ and higher}.
$$

The constant $U(0)$ exerts no force, and we measure potential energy from it. The second assumption is that the higher terms may be dropped. What remains is the harmonic potential

$$
U(x)=\tfrac12 k x^2,\qquad k=U''(0). \tag{1}
$$

The number $k$ is the curvature of the potential energy. We take a positive ion that is repelled by both walls, with a push from each wall that weakens with distance. A small step towards one wall then strengthens the push back and weakens the push from behind, so the midplane is a minimum and $k>0$. The factor $\tfrac12$ is part of the convention: it makes $k$ equal to the second derivative, and it makes the force equal to $-kx$. If the same potential were written as $Cx^2$, the curvature would be $k=2C$.

The remaining assumptions are these. The motion is classical and non-relativistic. The ion loses no energy to electrons, and it is not scattered by electrons or by the thermal vibrations of the atoms. The path stays between the walls.

Two quantities describe the entry. $E$ is the kinetic energy of the ion at the entry point, just inside the crystal. $\psi$ is the angle there between its velocity and the planes, with $|\psi|<90^\circ$. The entry point is at $z=0$ and $x=x_0$. Lengths are in ångström (Å) and energies in electronvolts (eV), so $k$ is in eV/Å².

### 3. What is conserved

Let the ion have mass $M$ and velocity components $v_x$ and $v_z$. The force is minus the gradient of $U$. Since $U$ depends on $x$ only, Newton's equations are

$$
M\frac{d^2x}{dt^2}=-kx,\qquad M\frac{d^2z}{dt^2}=0. \tag{2}
$$

The second equation says that $v_z$ is constant. The longitudinal energy

$$
E_z=\tfrac12 M v_z^2
$$

is therefore constant too. Its value is fixed at the entry. If the speed there is $v$, then $E=\tfrac12Mv^2$ and $v_z=v\cos\psi$, so

$$
E_z=\tfrac12 M v^2\cos^2\psi=E\cos^2\psi. \tag{3}
$$

The transverse energy is conserved separately. To see this, multiply the first equation in (2) by $v_x=dx/dt$:

$$
M v_x\frac{dv_x}{dt}+kx\frac{dx}{dt}
=\frac{d}{dt}\left(\tfrac12 M v_x^2+\tfrac12 kx^2\right)=0 .
$$

The bracket is the transverse energy $E_\perp$. At the entry $v_x=v\sin\psi$, which gives

$$
E_\perp=E\sin^2\psi+\tfrac12kx_0^2. \tag{4}
$$

The first term is the sideways kinetic energy brought in by the tilt of the beam. The second is the potential energy of entering away from the midplane. An ion that enters parallel to the planes still oscillates if $x_0\neq0$.

### 4. Removing the time

We want the shape of the path, $x$ as a function of $z$. Because $v_z$ is a constant, depth and time are proportional, and the chain rule gives

$$
\frac{dx}{dt}=\frac{dz}{dt}\frac{dx}{dz}=v_z\frac{dx}{dz}.
$$

Differentiate once more with respect to time. The factor $v_z$ does not change, and the derivative of $dx/dz$ brings a second factor $v_z$:

$$
\frac{d^2x}{dt^2}=v_z^2\frac{d^2x}{dz^2}.
$$

Insert this in the first equation of (2):

$$
Mv_z^2\frac{d^2x}{dz^2}=-kx .
$$

Now $Mv_z^2=2E_z$. This is where the factor 2 in the final result comes from: kinetic energy is half of mass times speed squared. Dividing by $2E_z$,

$$
\frac{d^2x}{dz^2}=-q^2x,\qquad q=\sqrt{\frac{k}{2E_z}}. \tag{5}
$$

The mass has gone. It entered only in the combination $Mv_z^2$, which is fixed once the longitudinal energy is given.

### 5. The path and its exact wavelength

The functions $\cos qz$ and $\sin qz$ each reproduce themselves, times $-q^2$, when differentiated twice. Equation (5) is linear and of second order, so its general solution is

$$
x(z)=a\cos qz+c\sin qz .
$$

The two constants follow from the entry. At $z=0$ the cosine is 1 and the sine is 0, so $a=x_0$. The slope at $z=0$ is $cq$, and it must equal

$$
\left.\frac{dx}{dz}\right|_{0}=\frac{v_x}{v_z}=\frac{v\sin\psi}{v\cos\psi}=\tan\psi .
$$

Hence $c=\tan\psi/q$, and

$$
x(z)=x_0\cos qz+\frac{\tan\psi}{q}\sin qz. \tag{6}
$$

The path repeats when $qz$ has grown by $2\pi$. The wavelength is therefore

$$
\lambda=\frac{2\pi}{q}=2\pi\sqrt{\frac{2E_z}{k}} .
$$

With $E_z=E\cos^2\psi$ from (3), and $\cos\psi>0$, the square root gives

$$
\lambda=\lambda_0\cos\psi,\qquad
\lambda_0=2\pi\sqrt{\frac{2E}{k}}. \tag{7}
$$

Within the model this holds for every allowed entry angle, provided the path stays between the walls. The cosine has a plain meaning. The time for one swing is $2\pi\sqrt{M/k}$, whatever the direction of entry. A tilted ion has a smaller velocity component along the planes, so it covers less depth in that time.

### 6. The small-angle result

Channelling takes place at small angles, with $\psi$ in radians much less than 1. Then

$$
\cos\psi\approx1-\frac{\psi^2}{2},
$$

and (7) becomes

$$
\lambda\approx\lambda_0\left(1-\frac{\psi^2}{2}\right)\approx 2\pi\sqrt{\frac{2E}{k}}. \tag{8}
$$

This is the result we sought. Replacing $\lambda$ by $\lambda_0$ makes the wavelength too long by the fraction $\psi^2/2$, to leading order.

The path simplifies in the same way. Define

$$
q_0=\sqrt{\frac{k}{2E}}=\frac{2\pi}{\lambda_0}.
$$

Since $q=q_0/\cos\psi$, the two wavenumbers agree to first order in $\psi$. With $\tan\psi\approx\psi$, equation (6) becomes

$$
x(z)\approx x_0\cos q_0z+\frac{\psi}{q_0}\sin q_0z. \tag{9}
$$

A small error in the wavenumber adds up with depth. The phase in (6) is $qz$ and the phase in (9) is $q_0z$. Their difference is

$$
(q-q_0)z=q_0z\left(\frac{1}{\cos\psi}-1\right)\approx\frac{q_0z\,\psi^2}{2}. \tag{10}
$$

Equation (9) gives the position well only while this phase is much less than 1. The wavelength itself has no such limit on depth: its relative error stays at $\psi^2/2$.

### 7. Amplitude and crossing angle

How far does the ion swing? At a turning point $v_x=0$, and all the transverse energy is potential energy. If the amplitude is $A$, then $\tfrac12kA^2=E_\perp$. Use (4) and multiply by $2/k$:

$$
A^2=x_0^2+\frac{2E}{k}\sin^2\psi=x_0^2+\frac{\sin^2\psi}{q_0^2}. \tag{11}
$$

At small angles $\sin\psi\approx\psi$, so

$$
A\approx\sqrt{x_0^2+\frac{\psi^2}{q_0^2}}. \tag{12}
$$

The same value follows from (9), because a sum $a\cos\theta+c\sin\theta$ has the largest value $\sqrt{a^2+c^2}$.

The ion is steepest where it crosses the midplane. Since $x=A\cos(qz-\delta)$ for some constant phase $\delta$, the slope is $-Aq\sin(qz-\delta)$, and at a crossing the sine is $\pm1$. The crossing angle $\theta$ obeys $\tan\theta=Aq$ in size. For small angles

$$
\theta\approx Aq_0=\frac{2\pi A}{\lambda_0}. \tag{13}
$$

A larger swing means a steeper crossing, in proportion. This is why the wavelength does not depend on the amplitude: an ion that has twice as far to go sideways also moves sideways twice as fast.

Equation (13) also limits the angles that can be channelled. The path must stay between the walls, so $A<d/2$, and the crossing angle must be less than $q_0d/2$. This is an upper bound within the harmonic model. For a real crystal it is only an estimate, because two effects work against each other. The ion must turn back before it comes close to the atoms of the wall, which lowers the limit. A potential that rises faster than the harmonic one, as in section 15, raises it, because the ion then needs more transverse energy to reach a given distance from the midplane.

### 8. When may the planes be averaged?

A real plane is made of separate atoms, and the force on a passing ion rises and falls along $z$. A simple model shows why the average is enough. Add to the harmonic force a ripple $-f\cos Gz$, where $f$ is a constant force and $G=2\pi/s$ for atoms a distance $s$ apart. At small angles, and with the change of $v_z$ neglected, (5) becomes

$$
\frac{d^2x}{dz^2}=-q_0^2x-\frac{f}{2E}\cos Gz .
$$

Try a response $x=R\cos Gz$. Its second derivative is $-G^2R\cos Gz$, so

$$
-G^2R=-q_0^2R-\frac{f}{2E}
\quad\Rightarrow\quad
R=\frac{f}{2E\,(G^2-q_0^2)} .
$$

If the wavelength is much longer than the atomic distance, then $G\gg q_0$ and $q_0^2$ may be dropped beside $G^2$. With $1/(2E)=q_0^2/k$,

$$
R\approx\frac{f}{k}\left(\frac{q_0}{G}\right)^2=\frac{f}{k}\left(\frac{s}{\lambda_0}\right)^2. \tag{14}
$$

Here $f/k$ is the displacement that a steady force $f$ would cause. This steady response is weakened by the square of $s/\lambda_0$, because the ripple changes sign long before the ion can respond. The phase of the ripple at the entry matters too. If the force is $-f\sin Gz$, the response $R\sin Gz$ has the slope $RG$ at $z=0$. An ion that enters without this slope also gets a free swing of amplitude $RG/q_0\approx(f/k)(s/\lambda_0)$, which is weakened only by the first power. For shorter wavelengths the full expression for $R$ is needed. It grows without limit as $\lambda_0$ comes near $s$, and there the continuum picture fails in this model. The averaged potential therefore needs ions with enough energy to make $\lambda_0\gg s$. The model treats the ripple as independent of $x$, so it does not describe ions that come close to a wall, where the force from single atoms is strong. Nor does it describe two walls whose atoms face each other across the channel. There the ripple force vanishes on the midplane and changes sign with $x$, and it can make the swing grow already near $\lambda_0=2s$. In both cases the averaging is safe only when $\lambda_0$ is much longer than $s$. This condition is necessary but not sufficient, because the atoms of a plane stand in rows. An ion whose direction within the plane makes a small angle $\phi$ with the rows crosses one row after another, and it feels a ripple whose period is about the row spacing divided by $\phi$. That period, too, must be much shorter than $\lambda_0$. Close to the direction of a row it is not: the ion is then steered by the rows (axial channelling), and the planar average does not apply.

### 9. Reading the formula

The units are right: $E/k$ is an energy divided by an energy per length squared, and its root is a length.

At fixed curvature the wavelength grows as $\sqrt E$. A fourfold energy doubles it. The reason is the speed: the time of a swing is fixed by $k$ and $M$, and a faster ion goes deeper in that time. A threefold curvature shortens the wavelength by the factor $\sqrt3$.

The independence of mass holds at fixed energy and fixed $k$. A heavier ion swings more slowly, with period $2\pi\sqrt{M/k}$, and it also travels more slowly, with $v=\sqrt{2E/M}$. In the product of the two the mass cancels. If two ions have the same speed instead, the wavelength is $2\pi v\sqrt{M/k}$ and the heavier ion has the longer one. Ions of different elements generally feel different potentials, so $k$ itself may change from one element to the next.

The formula can also be turned round. Squaring $\lambda_0=2\pi\sqrt{2E/k}$ gives $\lambda_0^2=8\pi^2E/k$, hence

$$
k=\frac{8\pi^2E}{\lambda_0^2}. \tag{15}
$$

A known wavelength thus yields the curvature at the midplane, if the amplitude is small enough for the harmonic form. A small relative error in the wavelength appears doubled in $k$.

## Second half: numbers, and the limits of the harmonic form

### 10. Symbols and results carried over

The ion moves along $z$ between planes a distance $d$ apart, and $x$ is its distance from the midplane. It enters at $x_0$ with kinetic energy $E$ and at angle $\psi$ to the planes. The potential energy is $\tfrac12kx^2$, with curvature $k$. The longitudinal energy $E_z=E\cos^2\psi$ is conserved. At small angles the path is

$$
x(z)\approx x_0\cos q_0z+\frac{\psi}{q_0}\sin q_0z,\qquad q_0=\sqrt{\frac{k}{2E}},
$$

with wavelength $\lambda_0=2\pi/q_0=2\pi\sqrt{2E/k}$. The wavelength for any entry angle is $\lambda_0\cos\psi$. The amplitude is $A\approx\sqrt{x_0^2+\psi^2/q_0^2}$, and the ion crosses the midplane at the angle $\theta\approx Aq_0$.

For a harmonic potential, this part has derived the path of the ion and its wavelength $\lambda_0\cos\psi$, which does not depend on the amplitude, nor on the mass at fixed energy and curvature. What remains is to test these formulas with numbers and to see how the wavelength changes when the potential is no longer harmonic.
